# Wind forces on s-only and p-only impurities of unit screening charge: test program

```python
"""
Result under test: in jellium, an impurity with only an s phase shift pi/2 and
one with only a p phase shift pi/6 both screen unit charge (Friedel sum rule),
but their electron-wind forces at equal current density have the ratio 4/3.

Symbols: delta_l = phase shift at the Fermi level; k_F = Fermi wave number;
S = sum_l (l+1) sin^2(delta_l - delta_(l+1)); sigma_tr = 4 pi S / k_F^2;
wind force F = hbar k_F sigma_tr j / e, directed along the electron flow.
The Yukawa tests use Hartree atomic units, V(r) = -exp(-q r)/r.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_legendre, spherical_jn, spherical_yn

L_MAX = 9
R_START, R_MATCH = 1e-3, 20.0


def friedel_charge(delta):
    l = np.arange(len(delta))
    return 2 / np.pi * np.sum((2*l + 1) * np.asarray(delta))


def transport_sum(delta):
    d = np.append(np.asarray(delta, float), 0.0)
    l = np.arange(len(d) - 1)
    return np.sum((l + 1) * np.sin(d[:-1] - d[1:])**2)


def angular_cross_sections(delta, k):
    """Transport and total cross-sections by quadrature of |f(theta)|^2."""
    mu, weight = np.polynomial.legendre.leggauss(40)
    f = sum((2*l + 1) * np.exp(1j*d) * np.sin(d) * eval_legendre(l, mu)
            for l, d in enumerate(delta)) / k
    transport = 2*np.pi*np.sum(weight * (1 - mu) * abs(f)**2)
    total = 2*np.pi*np.sum(weight * abs(f)**2)
    return transport, total


def radial_wave(l, k, q, radii=None):
    """Phase shift and unit-amplitude radial wave for the Yukawa potential."""
    def rhs(r, y):
        return [y[1], (l*(l + 1)/r**2 - 2*np.exp(-q*r)/r - k*k) * y[0]]
    points = [R_MATCH] if radii is None else np.append(radii, R_MATCH)
    slope = (l + 1)/R_START - 1/(l + 1)
    sol = solve_ivp(rhs, (R_START, R_MATCH), [1.0, slope], method="DOP853",
                    t_eval=points, rtol=1e-9, atol=1e-12)
    assert sol.success
    u, du = sol.y[0, -1], sol.y[1, -1] / k
    x = k * R_MATCH
    j, y = spherical_jn(l, x), spherical_yn(l, x)
    dj = j + x*spherical_jn(l, x, derivative=True)
    dy = y + x*spherical_yn(l, x, derivative=True)
    cosine_part = u*dy - du*x*y
    sine_part = u*dj - du*x*j
    # The s phase is on its absolute branch (0, pi); higher ones are small.
    delta = np.arctan(sine_part / cosine_part)
    if l == 0:
        delta = delta % np.pi
    amplitude = cosine_part*np.cos(delta) + sine_part*np.sin(delta)
    return delta, sol.y[0, :-1] / amplitude


def yukawa_phases(k, q):
    return np.array([radial_wave(l, k, q)[0] for l in range(L_MAX + 1)])


# Example inputs: rough typical values for an accelerated interconnect test.
n = 8e28                 # electrons per m^3
rho = 3e-8               # ohm m
current = 1e10           # A per m^2
temperature = 573.0      # K
jump = 0.25e-9           # m
e, hbar, mass = const.e, const.hbar, const.m_e
a0 = const.physical_constants["Bohr radius"][0]
k_f = (3*np.pi**2*n)**(1/3)
v_f = hbar*k_f/mass
e_f = (hbar*k_f)**2/(2*mass)
k_au = k_f*a0

# The two limiting impurities, with the cross-sections found by quadrature.
delta_s = np.array([np.pi/2])
delta_p = np.array([0.0, np.pi/6])
for phases in (delta_s, delta_p):
    assert abs(friedel_charge(phases) - 1) < 1e-12
sigma_s, total_s = angular_cross_sections(delta_s, k_f)
sigma_p, total_p = angular_cross_sections(delta_p, k_f)
assert abs(sigma_s/sigma_p - 4/3) < 1e-10
assert abs(sigma_s/total_s - 1) < 1e-10
assert abs(sigma_p/total_p - 1) < 1e-10
for phases in (delta_s, delta_p, np.array([0.9, -0.4, 0.25, 0.1])):
    direct = angular_cross_sections(phases, 1.3)[0]
    assert abs(direct/(4*np.pi*transport_sum(phases)/1.3**2) - 1) < 1e-10

# Yukawa impurity whose screening is tuned to displace one electron.
q_y = brentq(lambda q: friedel_charge(yukawa_phases(k_au, q)) - 1,
             0.7, 2.0, xtol=1e-7)
delta_y = yukawa_phases(k_au, q_y)
S_y = transport_sum(delta_y)

# State counting: shifts of hard-wall box levels against scattering phases.
box, step = 80.0, 0.02
r_box = np.arange(1, round(box/step)) * step
off_diagonal = np.full(len(r_box) - 1, -0.5/step**2)
level = round(k_au*box/np.pi)
box_shifts = []
for l in (0, 1):
    free = 1/step**2 + l*(l + 1)/(2*r_box**2)
    k_levels = []
    for potential in (0*r_box, -np.exp(-q_y*r_box)/r_box):
        energy = eigh_tridiagonal(free + potential, off_diagonal,
                                  eigvals_only=True, select="i",
                                  select_range=(level, level))[0]
        k_levels.append(np.sqrt(2*energy))
    shift = (k_levels[0] - k_levels[1])*box
    phase = radial_wave(l, k_levels[1], q_y)[0]
    # Tolerance covers the finite box and the finite-difference grid.
    assert abs(shift - phase) < 5e-3
    box_shifts.append((shift, phase))

# Microscopic force: density times potential gradient, integrated in space.
node, node_weight = np.polynomial.legendre.leggauss(200)
r = R_START + (R_MATCH - R_START)*(node + 1)/2
r_weight = node_weight*(R_MATCH - R_START)/2
mu, mu_weight = np.polynomial.legendre.leggauss(40)
psi = np.zeros((len(r), len(mu)), complex)
for l in range(L_MAX + 1):
    d, u = radial_wave(l, k_au, q_y, r)
    psi += np.outer((2*l + 1)*1j**l*np.exp(1j*d)*u/(k_au*r),
                    eval_legendre(l, mu))
gradient = np.exp(-q_y*r)*(1/r**2 + q_y/r)
force_space = 2*np.pi*np.sum(r_weight*r**2*gradient
                             * (abs(psi)**2 @ (mu*mu_weight)))
force_phase = 4*np.pi*S_y
# Tolerance covers the partial-wave cut-off and the small excluded core.
assert abs(force_space/force_phase - 1) < 2e-3

# Displaced Fermi sphere with an energy-dependent trial cross-section.
displacement = 1e-3
trial_sigma = lambda k: 1/(0.3 + k*k)
surface = displacement*mu + np.sqrt(1 - displacement**2*(1 - mu**2))
momentum_rate = 0.0
for k_edge, cosine, weight in zip(surface, mu, mu_weight):
    k = k_edge*(mu + 1)/2
    inner = np.sum(mu_weight*k**4*trial_sigma(k))*k_edge/2
    momentum_rate += weight*cosine*inner/(2*np.pi**2)
linear_rate = displacement*trial_sigma(1.0)/(3*np.pi**2)
assert abs(momentum_rate/linear_rate - 1) < 1e-4

# Interconnect example.
drift = current/(n*e)
field = rho*current
mean_free_path = hbar*k_f/(n*e*e*rho)
sigma_y = 4*np.pi*S_y/k_f**2
forces = np.array([n*mass*drift*v_f*s for s in (sigma_s, sigma_p, sigma_y)])
valences = -forces/(e*field)
rho_percent = 0.01*n*forces/(n*e*current)
assert abs(forces[0]/forces[1] - 4/3) < 1e-10

# Sizes of effects absent from the one-channel, low-temperature model.
mixed = minimize_scalar(
    lambda d1: transport_sum([np.pi/2 - 3*d1, d1]),
    bounds=(0, np.pi/6), method="bounded", options={"xatol": 1e-10})
assert mixed.fun < transport_sum(delta_p)
total_ratio = (valences[0] + 1)/(valences[1] + 1)
thermal = const.k*temperature/e_f
h = 0.05
g_minus, g_zero, g_plus = [
    x*transport_sum(yukawa_phases(k_au*np.sqrt(x), q_y))
    for x in (1 - h, 1.0, 1 + h)]
first = (g_plus - g_minus)/(2*h*g_zero)
second = (g_plus - 2*g_zero + g_minus)/(h*h*g_zero)
thermal_change = np.pi**2*thermal**2*(second/6 - first/12)


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


show("Electron density", n*1e-6, "cm^-3")
show("Resistivity", rho*1e8, "microohm cm")
show("Current density", current*1e-10, "MA/cm^2")
show("Temperature", temperature, "K")
show("Jump length", jump*1e9, "nm")
show("Fermi wave number", k_f*1e-9, "nm^-1")
show("Fermi energy", e_f/e, "eV")
show("Fermi velocity", v_f, "m/s")
show("Drift speed", drift, "m/s")
show("Electric field", field/100, "V/cm")
show("Mean free path", mean_free_path*1e9, "nm")
for name, phases, sigma, i in (("s only", delta_s, sigma_s, 0),
                              ("p only", delta_p, sigma_p, 1)):
    show(name + ", phase shift", phases[-1], "rad")
    show(name + ", Friedel charge", friedel_charge(phases), "electrons")
    show(name + ", transport sum S", transport_sum(phases))
    show(name + ", transport cross-section", sigma*1e18, "nm^2")
    show(name + ", wind force", forces[i]/e*1e-9, "eV/nm")
    show(name + ", wind force converted", forces[i], "N")
    show(name + ", wind valence", valences[i])
    show(name + ", resistivity per at.%", rho_percent[i]*1e8, "microohm cm")
show("Wind force ratio s/p", forces[0]/forces[1])
show("Smallest S for mixed s and p at Z=1", mixed.fun)
show("Mixed minimum, s phase", np.pi/2 - 3*mixed.x, "rad")
show("Mixed minimum, p phase", mixed.x, "rad")
show("Yukawa screening length", a0/q_y*1e9, "nm")
for l in range(3):
    show(f"Yukawa phase l={l}", delta_y[l], "rad")
show("Yukawa Friedel charge", friedel_charge(delta_y), "electrons")
show("Yukawa transport sum S", S_y)
show("Yukawa wind force", forces[2]/e*1e-9, "eV/nm")
show("Yukawa wind valence", valences[2])
for l, (shift, phase) in enumerate(box_shifts):
    show(f"Box level shift times radius, l={l}", shift, "rad")
    show(f"Scattering phase at box level, l={l}", phase, "rad")
show("Spatial force / phase-shift force", force_space/force_phase)
show("Displaced-sphere force / linear formula", momentum_rate/linear_rate)
show("Total force ratio with direct valence +1", total_ratio)
show("Thermal energy / Fermi energy", thermal)
show("Relative thermal change, Yukawa force", thermal_change)
show("s-wave amplitude at neighbour / incident", 1/(k_f*jump))
show("Fermi wave number times mean free path", k_f*mean_free_path)
show("s-only work per jump / thermal energy",
     forces[0]*jump/(const.k*temperature))
print("success")
```

Running it gives:

```
Electron density: 8e+22 cm^-3
Resistivity: 3 microohm cm
Current density: 1 MA/cm^2
Temperature: 573 K
Jump length: 0.25 nm
Fermi wave number: 13.33 nm^-1
Fermi energy: 6.7701 eV
Fermi velocity: 1.5432e+06 m/s
Drift speed: 0.78019 m/s
Electric field: 3 V/cm
Mean free path: 22.818 nm
s only, phase shift: 1.5708 rad
s only, Friedel charge: 1 electrons
s only, transport sum S: 1
s only, transport cross-section: 0.070719 nm^2
s only, wind force: 3.8728e-05 eV/nm
s only, wind force converted: 6.205e-15 N
s only, wind valence: -129.09
s only, resistivity per at.%: 3.8728 microohm cm
p only, phase shift: 0.5236 rad
p only, Friedel charge: 1 electrons
p only, transport sum S: 0.75
p only, transport cross-section: 0.053039 nm^2
p only, wind force: 2.9046e-05 eV/nm
p only, wind force converted: 4.6537e-15 N
p only, wind valence: -96.821
p only, resistivity per at.%: 2.9046 microohm cm
Wind force ratio s/p: 1.3333
Smallest S for mixed s and p at Z=1: 0.26401
Mixed minimum, s phase: 0.51615 rad
Mixed minimum, p phase: 0.35155 rad
Yukawa screening length: 0.045865 nm
Yukawa phase l=0: 1.1076 rad
Yukawa phase l=1: 0.11337 rad
Yukawa phase l=2: 0.018219 rad
Yukawa Friedel charge: 1 electrons
Yukawa transport sum S: 0.72152
Yukawa wind force: 2.7943e-05 eV/nm
Yukawa wind valence: -93.144
Box level shift times radius, l=0: 1.0932 rad
Scattering phase at box level, l=0: 1.0934 rad
Box level shift times radius, l=1: 0.12818 rad
Scattering phase at box level, l=1: 0.12815 rad
Spatial force / phase-shift force: 1
Displaced-sphere force / linear formula: 1
Total force ratio with direct valence +1: 1.3368
Thermal energy / Fermi energy: 0.0072934
Relative thermal change, Yukawa force: -6.6581e-05
s-wave amplitude at neighbour / incident: 0.30007
Fermi wave number times mean free path: 304.17
s-only work per jump / thermal energy: 0.00019608
success
```
